# Lattice Hamiltonians as Constrained Free Energies with Temperature-Dependent Interactions: a program that tests the result

```python
# Result under test: assigning each microstate to one lattice configuration s gives
#   Z = sum_s exp(-F(s,T)/kT),  F(s,T) = -kT ln(sum of Boltzmann factors inside s),
# so the lattice Hamiltonian F is a constrained free energy, and its cluster
# interactions V_a(T) = 2^-N sum_s F(s,T) Phi_a(s) depend on temperature.
# Model 1: two A and two B atoms in four wells on a ring (energies in units e0).
# Model 2: chain of N atoms, s_i=+1 (A) or -1 (B), bond energy eps_ab, bond spring
#   k_ab, masses m_a, first atom tied to a wall by spring k_wall.
#   J is the nearest-neighbour pair interaction (J>0 favours unlike neighbours).
import itertools
import numpy as np
import scipy.constants as const
from scipy.optimize import brentq
from scipy.special import logsumexp


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# ---------------- Model 1: continuous positions and cells ----------------
well_depth = [10.0, 10.0, 8.0, 8.0]          # barrier heights for A, A, B, B
repulsion = {(0, 0): 12.0, (0, 1): 10.0, (1, 1): 16.0}
pair_width = 0.5                              # in units of the well spacing
species = [0, 0, 1, 1]


def boltzmann_weight(positions, kT):
    axes = [p.reshape([-1 if j == i else 1 for j in range(4)])
            for i, p in enumerate(positions)]
    weight = 1.0
    for i in range(4):
        weight = weight * np.exp(-well_depth[i] / 2
                                 * (1 - np.cos(2 * np.pi * axes[i])) / kT)
    for i, j in itertools.combinations(range(4), 2):
        d = (axes[i] - axes[j] + 2) % 4 - 2   # shortest distance on the ring
        v = repulsion[(species[i], species[j])] * np.exp(-(d / pair_width)**2)
        weight = weight * np.exp(-v / kT)
    return weight


per_cell = 14
grid = (np.arange(4 * per_cell) + 0.5) / per_cell - 0.5
full = boltzmann_weight([grid] * 4, 1.0)
bit = (1 << (np.arange(4 * per_cell) // per_cell)).astype(np.int8)
occupied = (bit[:, None, None, None] | bit[None, :, None, None]
            | bit[None, None, :, None] | bit[None, None, None, :])
Z_full = full.sum() / per_cell**4 / (2 * 2)   # divided by N_A! N_B!
multiple_fraction = 1 - full[occupied == 15].sum() / full.sum()
del full, occupied

nodes, node_weights = np.polynomial.legendre.leggauss(24)


def cell_partition(sites_A, kT, shift=0.0):
    """One labelled copy of a configuration; even cells widened by shift per side."""
    sites = list(sites_A) + [s for s in range(4) if s not in sites_A]
    half = [0.5 + shift * (1 if s % 2 == 0 else -1) for s in sites]
    w = boltzmann_weight([s + h * nodes for s, h in zip(sites, half)], kT)
    for h in reversed(half):
        w = w @ (h * node_weights)
    return float(w)


cell_Z = {c: cell_partition(c, 1.0) for c in itertools.combinations(range(4), 2)}
Z_sum = sum(cell_Z.values())
assert 0 < multiple_fraction < 0.02
assert abs(Z_sum / Z_full - (1 - multiple_fraction)) < 1e-5


def boundary_splitting(kT):
    """Artificial F difference (in kT) of two equivalent alternating states."""
    return abs(np.log(cell_partition((0, 2), kT, 0.1)
                      / cell_partition((1, 3), kT, 0.1)))


split_cold, split_hot = boundary_splitting(1.0), boundary_splitting(2.0)
assert split_cold < 5e-3 and split_hot > 5 * split_cold

print("RING: 2 A + 2 B atoms, 4 wells, barriers 10 e0 (A) and 8 e0 (B)")
print("Ring repulsion AA, AB, BB:", *repulsion.values(), "e0; width", pair_width)
show("Z from full integral, kT=e0", Z_full, "(spacing^4)", ".6e")
show("Z from six configurations", Z_sum, "(spacing^4)", ".6e")
show("Weight of multiply occupied cells", multiple_fraction, "", ".3e")
show("F(AABB)-F(ABAB), kT=e0", -np.log(cell_Z[(0, 1)] / cell_Z[(0, 2)]), "e0")
show("Boundary moved by 0.1: F shift, kT=e0", split_cold, "kT", ".2e")
show("Boundary moved by 0.1: F shift, kT=2e0", split_hot, "kT", ".2e")

# ---------------- Model 2: vibrating alloy chain ----------------
N = 8
kB = const.k / const.e                                       # eV/K
eps = np.array([[0.0, -0.03], [-0.03, 0.0]])                 # eV
spring = np.array([[4.0, 6.0], [6.0, 2.25]])                 # eV/A^2
mass = np.array([30.0, 60.0])                                # u
k_wall = 4.0                                                 # eV/A^2
quantum = const.hbar / const.e * np.sqrt(const.e * 1e20 / const.atomic_mass)

index = np.arange(2**N)
kind = (index[:, None] >> np.arange(N)) & 1                  # 0 = A, 1 = B
spin = 1 - 2 * kind
Phi = np.array([[1 - 2 * (bin(a & s).count("1") % 2) for s in index]
                for a in index])
bond_k = spring[kind[:, :-1], kind[:, 1:]]
E0 = eps[kind[:, :-1], kind[:, 1:]].sum(axis=1)
K = np.zeros((2**N, N, N))
K[:, 0, 0] = k_wall
for i in range(N - 1):
    K[:, i, i] += bond_k[:, i]
    K[:, i + 1, i + 1] += bond_k[:, i]
    K[:, i, i + 1] -= bond_k[:, i]
    K[:, i + 1, i] -= bond_k[:, i]
root_m = np.sqrt(mass[kind])
hw = quantum * np.sqrt(np.linalg.eigvalsh(
    K / (root_m[:, :, None] * root_m[:, None, :])))          # eV


def free_energy(T):
    if T == 0:
        return E0 + hw.sum(axis=1) / 2
    return E0 + (hw / 2 + kB * T * np.log1p(-np.exp(-hw / (kB * T)))).sum(axis=1)


def energy(T):
    return E0 + (hw * (0.5 + 1 / np.expm1(hw / (kB * T)))).sum(axis=1)


def project(values):
    return Phi @ values / 2**N


middle = (1 << 3) | (1 << 4)
neighbours = [(1 << i) | (1 << (i + 1)) for i in range(N - 1)]
short = [0] + [1 << i for i in range(N)] + neighbours
longer = np.setdiff1d(index, short)


def J_quantum(T):
    return project(free_energy(T))[middle]


J0 = (eps[0, 0] + eps[1, 1] - 2 * eps[0, 1]) / 4
log_ratio = np.log(spring[0, 0] * spring[1, 1] / spring[0, 1]**2)
g = spring * (1 / mass[:, None] + 1 / mass[None, :])


def J_classical(T):
    return J0 + kB * T * log_ratio / 8


def J_corrected(T):
    return J_classical(T) + quantum**2 * (g[0, 0] + g[1, 1] - 2 * g[0, 1]) / (
        96 * kB * T)


# Oscillator free energy against an explicit sum over levels, one configuration
T_ref = 600.0
levels = np.arange(5000)[:, None] + 0.5
level_sum = np.exp(-levels * hw[37] / (kB * T_ref)).sum(axis=0)
assert abs(E0[37] - kB * T_ref * np.log(level_sum).sum()
           - free_energy(T_ref)[37]) < 1e-10

# Classical limit from the computed frequencies: only points and neighbour pairs
V_class = project(E0 + kB * T_ref * np.log(hw / (kB * T_ref)).sum(axis=1))
assert np.max(np.abs(V_class[longer])) < 1e-12
assert np.max(np.abs(V_class[neighbours] - J_classical(T_ref))) < 1e-12

# Quantum correction: remaining error and longer clusters both fall as T^-3
err = [abs(J_quantum(T) - J_corrected(T)) for T in (1200.0, 2400.0)]
far = {T: np.max(np.abs(project(free_energy(T))[longer]))
       for T in (0, 300.0, 1200.0, 2400.0)}
assert 7 < err[0] / err[1] < 9
assert 7 < far[1200.0] / far[2400.0] < 9

# Slope of every interaction is minus the projected constrained entropy
slope = (project(free_energy(300.5)) - project(free_energy(299.5)))
S_300 = (energy(300.0) - free_energy(300.0)) / 300.0
assert np.max(np.abs(slope + project(S_300))) < 1e-9
assert abs(J_quantum(2.0) - J_quantum(0)) < 1e-7

T0_class = -8 * J0 / (kB * log_ratio)
T0_quantum = brentq(J_quantum, 300, 2000)
assert abs(J_classical(T0_class)) < 1e-14

print("CHAIN: 8 atoms; eps_AA = eps_BB = 0")
show("eps_AB", eps[0, 1], "eV", ".3f")
print("k_AA, k_AB, k_BB, k_wall:", spring[0, 0], spring[0, 1], spring[1, 1],
      k_wall, "eV/A^2")
print("m_A, m_B:", *mass, "u")
show("Largest vibrational quantum", 1e3 * hw.max(), "meV", ".2f")
show("J0 from bond energies alone", 1e3 * J0, "meV", ".3f")
show("Classical slope dJ/dT", 1e6 * kB * log_ratio / 8, "micro-eV/K", ".3f")
show("J quantum at 0 K, middle bond", 1e3 * J_quantum(0), "meV", ".3f")
for T in (300.0, 600.0, 1200.0):
    print(f"J at {T:.0f} K: quantum {1e3*J_quantum(T):.4f}, classical "
          f"{1e3*J_classical(T):.4f}, corrected {1e3*J_corrected(T):.4f} meV")
for T in (0, 300.0, 1200.0):
    show(f"Largest longer-cluster interaction at {T:.0f} K", 1e3 * far[T],
         "meV", ".2e")
show("Error ratio of corrected J, 1200 K / 2400 K", err[0] / err[1], "", ".2f")
show("Longer-cluster ratio, 1200 K / 2400 K", far[1200.0] / far[2400.0], "", ".2f")
show("Reversal temperature, classical", T0_class, "K", ".1f")
show("Reversal temperature, quantum", T0_quantum, "K", ".1f")

# ---------------- Thermodynamics at fixed composition 4 A + 4 B ----------------
equal = spin.sum(axis=1) == 0


def log_Z(T):
    return logsumexp(-free_energy(T)[equal] / (kB * T))


F_s, U_s = free_energy(T_ref)[equal], energy(T_ref)[equal]
S_s = (U_s - F_s) / T_ref
x = hw[equal] / (kB * T_ref)
C_s = kB * ((x / 2 / np.sinh(x / 2))**2).sum(axis=1)
P = np.exp(-F_s / (kB * T_ref) - log_Z(T_ref))
U_mean, F_mean = P @ U_s, P @ F_s
S_conf, S_inside = -kB * P @ np.log(P), P @ S_s
C_inside = P @ C_s
C_between = P @ (U_s - U_mean)**2 / (kB * T_ref**2)
C_naive = P @ (F_s - F_mean)**2 / (kB * T_ref**2)

dT = 1.0
A_minus, A_mid, A_plus = [-kB * T * log_Z(T) for T in
                          (T_ref - dT, T_ref, T_ref + dT)]
S_direct = -(A_plus - A_minus) / (2 * dT)
U_direct = kB * T_ref**2 * (log_Z(T_ref + dT) - log_Z(T_ref - dT)) / (2 * dT)
C_direct = -T_ref * (A_plus - 2 * A_mid + A_minus) / dT**2
assert abs(U_mean / U_direct - 1) < 1e-4
assert abs((S_conf + S_inside) / S_direct - 1) < 1e-4
assert abs((C_inside + C_between) / C_direct - 1) < 1e-4
assert abs(F_mean - U_direct) > 0.01

print("THERMODYNAMICS: 4 A + 4 B (70 configurations), 600 K, whole chain")
show("Total free energy -kT ln Z", A_mid, "eV", ".5f")
show("Mean lattice Hamiltonian <F>", F_mean, "eV", ".5f")
show("Internal energy <U_s>", U_mean, "eV", ".5f")
show("Internal energy from derivative of ln Z", U_direct, "eV", ".5f")
show("Configurational entropy", S_conf / kB, "k_B")
show("Mean entropy inside configurations", S_inside / kB, "k_B")
show("Total entropy from derivative", S_direct / kB, "k_B")
show("Heat capacity inside configurations", C_inside / kB, "k_B")
show("Heat capacity from fluctuations of U_s", C_between / kB, "k_B")
show("Total heat capacity from derivative", C_direct / kB, "k_B")
show("Fluctuations of F misread as heat capacity", C_naive / kB, "k_B")


# ------- Pair correlation from microstates: species and displacements jointly -------
def microscopic_correlation(T):
    """Classical chain, balanced chemical potentials; F is never formed."""
    beta = 1 / (kB * T)
    u = np.linspace(-5, 5, 251)                              # displacements, A
    stretch2 = (u[:, None] - u[None, :])**2
    mu = [eps[0, 0] - eps[1, 1] + np.log(spring[0, 0] / spring[1, 1]) / (2 * beta),
          0.0]
    kernel = np.block([[np.exp(-beta * (eps[a, b] + spring[a, b] * stretch2 / 2
                                        - (mu[a] + mu[b]) / 2))
                        for b in (0, 1)] for a in (0, 1)])
    left = np.tile(np.exp(-beta * k_wall * u**2 / 2), 2)
    right = np.ones(2 * len(u))
    for _ in range(3):
        left, right = left @ kernel, kernel @ right
        left, right = left / left.max(), right / right.max()
    joint = left[:, None] * kernel * right[None, :]
    s = np.repeat([1.0, -1.0], len(u))
    return s @ joint @ s / joint.sum(), (s @ joint).sum() / joint.sum()


print("NEIGHBOUR CORRELATION <s_i s_i+1>, classical chain, equal mean composition")
for T in (600.0, 1400.0):
    direct, mean_spin = microscopic_correlation(T)
    coarse = -np.tanh(J_classical(T) / (kB * T))
    assert abs(direct - coarse) < 1e-7 and abs(mean_spin) < 1e-7
    print(f"{T:.0f} K: microstates {direct:.5f}, coarse-grained {coarse:.5f}, "
          f"frozen J0 {-np.tanh(J0 / (kB * T)):.5f}")
show("Formal high-temperature limit", -np.tanh(log_ratio / 8), "", ".5f")

print("ALL CHECKS PASSED")
```

Printed output:

```
RING: 2 A + 2 B atoms, 4 wells, barriers 10 e0 (A) and 8 e0 (B)
Ring repulsion AA, AB, BB: 12.0 10.0 16.0 e0; width 0.5
Z from full integral, kT=e0: 2.859106e-03 (spacing^4)
Z from six configurations: 2.857480e-03 (spacing^4)
Weight of multiply occupied cells: 5.699e-04
F(AABB)-F(ABAB), kT=e0: 0.1859 e0
Boundary moved by 0.1: F shift, kT=e0: 1.18e-04 kT
Boundary moved by 0.1: F shift, kT=2e0: 7.95e-03 kT
CHAIN: 8 atoms; eps_AA = eps_BB = 0
eps_AB: -0.030 eV
k_AA, k_AB, k_BB, k_wall: 4.0 6.0 2.25 4.0 eV/A^2
m_A, m_B: 30.0 60.0 u
Largest vibrational quantum: 49.28 meV
J0 from bond energies alone: 15.000 meV
Classical slope dJ/dT: -14.933 micro-eV/K
J quantum at 0 K, middle bond: 12.860 meV
J at 300 K: quantum 10.0988, classical 10.5202, corrected 10.0851 meV
J at 600 K: quantum 5.8246, classical 6.0404, corrected 5.8228 meV
J at 1200 K: quantum -3.0278, classical -2.9192, corrected -3.0280 meV
Largest longer-cluster interaction at 0 K: 2.46e-02 meV
Largest longer-cluster interaction at 300 K: 6.54e-04 meV
Largest longer-cluster interaction at 1200 K: 1.14e-05 meV
Error ratio of corrected J, 1200 K / 2400 K: 7.98
Longer-cluster ratio, 1200 K / 2400 K: 7.96
Reversal temperature, classical: 1004.5 K
Reversal temperature, quantum: 995.8 K
THERMODYNAMICS: 4 A + 4 B (70 configurations), 600 K, whole chain
Total free energy -kT ln Z: -0.71240 eV
Mean lattice Hamiltonian <F>: -0.49521 eV
Internal energy <U_s>: 0.29449 eV
Internal energy from derivative of ln Z: 0.29449 eV
Configurational entropy: 4.2006 k_B
Mean entropy inside configurations: 15.2734 k_B
Total entropy from derivative: 19.4741 k_B
Heat capacity inside configurations: 7.7653 k_B
Heat capacity from fluctuations of U_s: 0.5371 k_B
Total heat capacity from derivative: 8.3023 k_B
Fluctuations of F misread as heat capacity: 0.0950 k_B
NEIGHBOUR CORRELATION <s_i s_i+1>, classical chain, equal mean composition
600 K: microstates -0.11630, coarse-grained -0.11630, frozen J0 -0.28224
1400 K: microstates 0.04891, coarse-grained 0.04891, frozen J0 -0.12370
Formal high-temperature limit: 0.17157
ALL CHECKS PASSED
```
